# Testing Breakdown Spots for Spatial Randomness with Simulated Patterns in the Electrode

Suppose that $n\ge 2$ breakdown spots have been located on a capacitor electrode $W$ of area $A$ and perimeter $P$. To test whether they are spatially random, compute the mean nearest-neighbour distance $T_0$, simulate $m$ patterns of $n$ independent uniform points in the same electrode, and compute their means $T_1,\dots,T_m$. With

$$L=1+\#\{i\ge1:T_i\le T_0\},\qquad H=1+\#\{i\ge1:T_i\ge T_0\},$$

the two-sided p-value is

$$p=\min\left\{1,\frac{2\min(L,H)}{m+1}\right\}. \tag{1}$$

If the spots are random, $p\le\alpha$ occurs with probability $\alpha$ whenever $\alpha(m+1)/2$ is an integer and $\alpha<1$. This holds for every electrode shape and every $n\ge2$, with no edge-correction formula. The familiar formula for an unbounded plane gives a test whose bias, in units of its own standard error, tends to

$$\frac{cP}{\sqrt A\,\sqrt{1/\pi-1/4}},\qquad c\simeq0.0514, \tag{2}$$

as $n$ grows. Collecting more spots therefore does not remove the edge effect.

## What "random" means here

Divide the electrode into small cells of area $dA$. Let each break down independently by the time of inspection, with probability $\mu\,dA$, where $\mu$ is the same everywhere. The probability of finding spots in $n$ given cells and nowhere else is $e^{-\mu A}\mu^n dA_1\cdots dA_n$. The total number of spots is Poisson distributed, with $P(n)=e^{-\mu A}(\mu A)^n/n!$. Dividing gives the probability of the positions when $n$ is known:

$$\frac{e^{-\mu A}\mu^n\,dA_1\cdots dA_n}{e^{-\mu A}(\mu A)^n/n!}=n!\,\frac{dA_1}{A}\cdots\frac{dA_n}{A}.$$

The factor $n!$ counts the ways of labelling the spots, so the labelled positions are independent and uniform on $W$. The rate $\mu$, which contains the stress time, the voltage and the film quality, has cancelled. The null hypothesis thus has no parameter to fit. It assumes point-like spots, all of them recorded, a uniform rate, and no influence of one breakdown on the next.

## The edge-free test and its bias

Let $D$ be the distance from a spot to its nearest neighbour. On an unbounded plane with density $\lambda=n/A$, a disc of radius $r$ is empty with probability $e^{-\lambda\pi r^2}$. Integrating this survival probability gives

$$E[D]=\int_0^\infty e^{-\lambda\pi r^2}dr=\frac{1}{2\sqrt\lambda}=\frac12\sqrt{\frac An},\qquad
E[D^2]=\int_0^\infty 2r\,e^{-\lambda\pi r^2}dr=\frac1{\pi\lambda}.$$

The variance is $E[D^2]-E[D]^2=(1/\pi-1/4)/\lambda$. If the $n$ distances are treated as independent, their mean $\bar D$ has variance $(1/\pi-1/4)/(n\lambda)$. Since $n\lambda=n^2/A$, the standard error and the test variable are

$$\sigma_0=\sqrt{\frac1\pi-\frac14}\,\frac{\sqrt A}{n},\qquad z=\frac{\bar D-\frac12\sqrt{A/n}}{\sigma_0}. \tag{3}$$

The edge-free test rejects at 5% when $|z|>1.96$.

On a real electrode a spot near the edge has no neighbours beyond it. Let $a(x,r)$ be the area of that part of the disc of radius $r$ about $x$ which lies inside $W$. Each of the other $n-1$ spots misses it with probability $1-a/A$, independently. Averaging over the uniform position $x$ gives

$$P(D>r)=\frac1A\int_W\left[1-\frac{a(x,r)}{A}\right]^{n-1}dx,\qquad E[D]=\int_0^\infty P(D>r)\,dr. \tag{4}$$

This is valid at finite $n$ and for any shape. To extract its behaviour at large $n$, note that the important discs have $a/A$ of order $1/n$. Then

$$(n-1)\ln\left(1-\frac aA\right)=-\frac{na}{A}+\frac aA-\frac{na^2}{2A^2}+\dots=-\lambda a+O(1/n).$$

The integrand is therefore $e^{-\lambda a}$ up to a relative correction of order $1/n$. Write

$$e^{-\lambda a}=e^{-\lambda\pi r^2}+\left(e^{-\lambda a}-e^{-\lambda\pi r^2}\right).$$

The first term gives $\frac12\sqrt{A/n}$. The second vanishes unless the disc crosses the boundary, so it comes from a strip along the perimeter.

At a straight edge, let the spot be at distance $t=ur$ from the edge, with $0\le u\le1$. The segment cut off has area $r^2s(u)$, where $s(u)=\arccos u-u\sqrt{1-u^2}$, so $a=r^2[\pi-s(u)]$. With $dt=r\,du$, the strip contributes

$$\frac PA\int_0^1du\int_0^\infty r\left[e^{-\lambda r^2(\pi-s)}-e^{-\lambda r^2\pi}\right]dr.$$

The radial integral follows from $\int_0^\infty r e^{-\lambda kr^2}dr=1/(2\lambda k)$. Because $A\lambda=n$, the result is

$$E[D]=\frac12\sqrt{\frac An}+\frac{cP}{n}+O(n^{-3/2}),\qquad
c=\frac12\int_0^1\left[\frac1{\pi-s(u)}-\frac1\pi\right]du. \tag{5}$$

A corner affects an area of order $1/\lambda$ and changes a distance of order $\lambda^{-1/2}$; after division by $A$ this is of order $n^{-3/2}$. On a smooth curved edge with radius of curvature $R$, the area $a$ changes by a relative amount of order $r/R$. Since $r$ is of order $\lambda^{-1/2}$, this alters the strip term, itself of order $1/n$, only at order $n^{-3/2}$. The sign of $c$ is positive because $s>0$: edges lengthen nearest-neighbour distances. Numerical integration gives $c=0.05137$.

The correction falls as $1/n$, but so does $\sigma_0$. Their ratio is (2). Among shapes of equal area the circle has the shortest perimeter, with $P/\sqrt A=2\sqrt\pi$, and even there the limiting bias is $0.0514\times3.545/0.2614=0.70$ standard errors. For a strip of length $\ell$ much greater than its width $w$, $P/\sqrt A\simeq2\sqrt{\ell/w}$, so the bias grows with the aspect ratio. This form requires $w$ to be much larger than the mean spacing $\sqrt{A/n}$; otherwise a disc meets both long edges and the expansion fails.

## How large the error is on an L-shaped electrode

Take a 200 µm square with an 80 µm square removed from one corner. Then $A=40000-6400=33600$ µm² and $P=800$ µm. For $n=100$ the edge-free mean is $\frac12\sqrt{336}=9.165$ µm, and $\sigma_0=0.2614\times183.3/100=0.479$ µm. The leading edge term is $0.0514\times800/100=0.411$ µm.

Quadrature of (4) gives $E[D]=9.608$ µm, and 4999 simulated patterns average 9.613 µm. The sampling error of the latter is $0.523/\sqrt{4999}=0.007$ µm, so the two agree. The edge coefficient can also be recovered from (4). Define $c_n=(E[D]-\frac12\sqrt{A/n})\,n/P$, which approaches $c$ with a correction proportional to $1/\sqrt n$. The combination $2c_{400}-c_{100}$ cancels that correction, and its value is 0.05136.

The bias of $z$ is 0.952, 0.925 and 0.891 for 50, 100 and 400 spots, approaching 0.858. An eightfold increase in the number of spots has hardly changed it. The spread is wrong as well: for $n=100$ the standard deviation of $z$ in these patterns is 1.092 instead of 1, with a sampling error of 0.011; larger samples give about 1.11, or 0.53 µm for $\bar D$. If $z$ is taken as normal with the quadrature mean and the spread 1.092, the upper limit lies $(1.96-0.925)/1.092=0.95$ standard deviations above the mean and the lower limit 2.64 below it. The two tails add to 0.176. The simulated patterns, all random, are rejected in a fraction 0.181 of cases instead of 0.05.

A control shows that the boundary is mainly responsible. On a periodic square of equal area, with the same 100 spots but no edge, 2000 simulated patterns give a bias of 0.045 and a rejected fraction of 0.060, with sampling errors of 0.023 and 0.005. On a strip of 800 µm by 42 µm, again of equal area, the bias is 1.88, against 1.81 from (2), and 47% of random patterns are rejected.

One might subtract $cP/n$ and keep the normal test. For the L shape at $n=100$ this leaves a bias of $0.925-0.858=0.067$, but the spread remains 1.092. The same normal estimate then gives about 7% rejection instead of 5%, or about 8% with a spread of 1.11. A further correction to the variance would be needed, and both would have to be reconsidered for narrow arms or few spots. Simulation in the actual shape supplies the whole distribution at once.

## Why ranking gives the right error rate

Under the null hypothesis the observed pattern and the $m$ simulated ones are $m+1$ independent draws from one distribution. Exchanging any two leaves their joint probability unchanged. The mean distance is a continuous variable, so ties have probability zero, and $L$ takes each value $1,\dots,m+1$ with probability $1/(m+1)$. Every simulated value is either below or above $T_0$, hence $L+H=m+2$.

For $\alpha<1$, the condition $p\le\alpha$ means $\min(L,H)\le k$, with $k=\lfloor\alpha(m+1)/2\rfloor$. It is met by the $k$ lowest and the $k$ highest ranks, so

$$P(p\le\alpha)=\frac{2k}{m+1}\le\alpha. \tag{6}$$

Equality holds when $\alpha(m+1)/2$ is an integer. At $\alpha=0.05$, $m=999$ gives $k=25$ and a probability of exactly $50/1000$. The added 1 in $L$ and $H$ counts the observed pattern itself; it also prevents a p-value of zero, which a finite simulation could not justify.

Nothing in this argument refers to the edge. The edge enters through the simulated distances, provided the simulated region is the region in which a spot could have occurred and been seen. If a probe hides part of the electrode, that part must be cut from both the data and the simulation.

The mean discards the form of the distance distribution. To use more of it, sort the distances in each pattern, $d_{i(1)}\le\dots\le d_{i(n)}$, with $i=0$ for the observed one, and define

$$\bar d_{(k)}=\frac1{m+1}\sum_{i=0}^m d_{i(k)},\qquad
S_i=\left[\frac1n\sum_{k=1}^n\left(d_{i(k)}-\bar d_{(k)}\right)^2\right]^{1/2}. \tag{7}$$

Large $S_0$ is evidence against randomness, so the p-value is one-sided, $p=(1+\#\{i\ge1:S_i\ge S_0\})/(m+1)$. Permuting the patterns permutes the $S_i$, because $\bar d_{(k)}$ treats all of them alike.

It is tempting to average over the simulated patterns alone. Let one ordered distance have variance $v$. The observed value minus the average of $m$ others then has variance $v(1+1/m)$. A simulated value minus an average that contains it has variance $v(1-1/m)$. The observed pattern looks more deviant by a variance ratio $(m+1)/(m-1)$, which is 1.11 for $m=19$ and 1.002 for $m=999$.

These statements were tested on 8000 independent groups with $n=20$ and $m=19$ in the L shape. The mean-distance test at nominal 0.10 rejected a fraction 0.099, and the ordered-distance test at nominal 0.05 rejected 0.049. The sampling errors are 0.003 and 0.002. Leaving the observed pattern out of the average raised the latter fraction to 0.067.

## The procedure

1. Fix the electrode outline, the statistic, the level $\alpha$ and $m$ before examining the spots.
2. Draw a point uniformly in a box enclosing the electrode and keep it if it falls inside. Accepted points are uniform on $W$, since equal areas inside it are equally likely to be hit. Here the accepted fraction is $33600/40000=0.84$.
3. Repeat until there are $n$ points, and form $m$ such patterns.
4. Find all nearest-neighbour distances by the same rule for observed and simulated spots. Here they are straight-line distances, even across the missing corner.
5. Rank the statistic and report $p$. A low mean distance points towards clustering, a high one towards regular spacing.

Direct comparison of all pairs costs of order $mn^2$ operations. The choice of $m$ also sets the reproducibility of $p$: for a fixed observed pattern, the simulated tail fraction $q$ fluctuates by $\sqrt{q(1-q)/m}$. Near a one-sided $q=0.05$ this is 0.007 for $m=999$ and 0.003 for $m=4999$.

## Two spot maps and the power of the test

The following maps are synthetic. In the clustered ones, each new spot has probability 0.20 of being placed near a randomly chosen earlier spot, with Gaussian displacements of standard deviation 4 µm along each axis. If that position is off the electrode, a uniform position is used. The first map of each batch serves as the example, with $m=4999$.

The clustered map has $\bar D=8.367$ µm. The edge-free test gives $z=(8.367-9.165)/0.479=-1.67$ and does not reject at 5%. Measured from the true mean, in units of the simulated spread, the deviation is $(8.367-9.608)/0.523=-2.37$. The rank test accordingly gives $p=0.018$. The ordered-distance test gives $p=0.080$, so the two statistics disagree at the 5% level. This is why one must be chosen beforehand.

The uniform map has $\bar D=8.267$ µm, with $p=0.011$ by the mean and 0.015 by the ordered distances. It is random by construction and is nevertheless rejected, more strongly than the clustered map. This is a false alarm of the kind that a 5% test permits. A single small p-value is limited evidence; maps from several capacitors are needed to see whether the deviation recurs.

Rejection rates over 400 maps of each kind, at 5% and with a shared set of 999 reference patterns, are:

| Maps | Mean distance | Ordered distances | Edge-free |
|---|---:|---:|---:|
| Uniform | 0.060 | 0.085 | 0.207 |
| Clustered | 0.693 | 0.647 | 0.407 |
| Spacing at least 3 µm | 0.168 | 0.100 | 0.505 |

The edge bias is positive, so it hides clustering and exaggerates regularity. The value 0.085 for uniform maps is higher than expected. The 400 maps contribute a sampling error of 0.011 and the shared reference set 0.007, together 0.013, so the excess is 2.7 standard errors. Since (7) satisfies the exchange argument and the independent groups gave 0.049, I take it to be a sampling fluctuation, though a large one. The shared reference set affects the other rates in both rank-test columns as well. Its rejection limits are common to all 400 maps, and another set of 999 patterns changes the powers for clustered maps by about 0.03 (one standard deviation) and those for spaced maps by about 0.02. The tabulated mean-distance powers lie on the high side: with many more maps and reference patterns the two rank tests reject about 0.64 and 0.64 of the clustered maps and about 0.12 and 0.08 of the spaced ones, so the table does not show that the mean is the better statistic for this clustering.

## Smooth gradients are hard to see with 100 spots

Let the breakdown rate vary slowly over the electrode, with normalized spot density $f(x)$. The local density is $nf$ and the local mean distance $\frac12(nf)^{-1/2}$. Averaging over spots gives

$$\int_W f\,\frac{1}{2\sqrt{nf}}\,dx=\frac1{2\sqrt n}\int_W\sqrt f\,dx. \tag{8}$$

The edge contribution per unit length is $f\,c/(nf)=c/n$, so the edge term is unchanged at this order. Write $f=(1+\delta)/A$, where $\delta$ averages to zero. Expanding the root, $\sqrt{1+\delta}\simeq1+\delta/2-\delta^2/8$, gives a relative change $-\langle\delta^2\rangle/8$ in the first term of (5). The effect is of second order in the gradient.

For a rate proportional to $e^{gx/w}$, with $w=200$ µm and $g=2$, (8) predicts a shift of $-0.352$ µm. Simulation gives $-0.363$ µm with a sampling error of about 0.01 µm; larger samples give about $-0.38$ µm, so (8) underestimates the shift by roughly 8% at this gradient. With the shared set of 999 reference patterns the test rejects 14% of these maps. A normal estimate from the shift and the spread of 0.523 µm gives 11%; the finite reference set alone makes the simulated fraction uncertain by about 0.015. The power is thus low for 100 spots, although the rate changes by a factor $e^2=7.4$ across the electrode. By (8), a shift of one standard deviation needs $g\simeq2.5$, a factor of about 12. This is a leading-order estimate; it somewhat underestimates the shift at such strong gradients, so a slightly smaller $g$ suffices. For a fixed gradient the shift falls as $1/\sqrt n$ but the spread as $1/n$, so their ratio grows as $\sqrt n$ and a map with many more spots can reveal the gradient.

The mean $x$ coordinate of the spots, ranked by (1), is a better statistic for this purpose. For small $g$ it shifts by $g\sigma_x^2/w$, while its standard error is $\sigma_x/\sqrt n$. Integration over the L shape gives $\sigma_x=55$ µm, so the ratio is $g\sigma_x\sqrt n/w=2.8g$. One standard error is reached at $g\simeq0.36$.

## Real capacitors

The example is set in the regime of a large metal-insulator-metal capacitor with a film of about 30 nm; all device values here are rough. At 5 MV/cm, a high stress field, the voltage is 15 V. Let the mean number of spots per area grow as $(t/\tau)^\beta$, with $\tau\propto V^{-N}$. At fixed time the rate then scales as $V^{N\beta}$, and $N=40$, $\beta=1.5$ give an exponent of 60. These two values are typical of oxides a few nanometres thick and serve here only as an illustration; a 30 nm film can have a steeper Weibull slope and a different voltage law, and the estimates of $g$ below scale with the product $N\beta$. Assume that voltage and thickness affect the rate only through the field; the same exponent then applies to small relative changes of thickness or local field. A thickness change of 1% over 50 mm of wafer produces $g=60\times0.01\times200/50000=0.0024$, which is negligible. If 100 spots each carry 1 mA through an electrode of 1 Ω per square, a crude voltage drop is 0.1 V, or $g=60\times0.1/15=0.40$; this shifts $\bar D$ by $-0.014$ µm. A 5% higher field in a 30 nm band along the edge multiplies the rate there by $1.05^{60}\simeq19$. About 1.3 of the 100 spots then lie on the edge, and $\bar D$ rises by 0.06 µm. A position error of 0.3 µm per axis shifts it by less than about 0.005 µm, too little for these simulations to determine well.

The assumption whose failure matters most among these is that spots are points. If spots closer than 3 µm cannot occur, $\bar D$ rises by about 0.5 µm, roughly one standard deviation of the pattern mean. This can mimic repulsion between breakdowns. The remedy is to impose the same minimum spacing on the simulated patterns. The exchange argument applies to that null hypothesis too, and the rejected fraction of such maps returns from 0.168 (about 0.12 with a large reference set) to 0.050. If close spots instead merge in the image, the merging rule must be simulated, since it also changes the count.

A rejection shows that the positions do not follow the simulated null hypothesis; it does not identify the mechanism. Damage spreading from earlier spots and a cluster of pre-existing weak places can both shorten the distances. Separating them requires further information, such as the order in which the spots appeared. The numerical output follows.

## Numbers as computed

```
L electrode: A = 33600 um2, P = 800 um, spots = 100
edge-free mean D = 9.165 um
edge coefficient c = 0.05137
c extrapolated from finite-n law = 0.05136
leading edge term c*P/n = 0.411 um
mean D with edges: quadrature = 9.608 um
mean D with edges: 4999 simulations = 9.613 um
pattern-to-pattern sd of mean D = 0.523 um
edge-free z bias at n = 50: 0.952
edge-free z bias at n = 100: 0.925
edge-free z bias at n = 400: 0.891
edge-free z bias, large-n limit = 0.858
sd of edge-free z: L = 1.092, periodic = 1.030
false rejection at 5%, edge-free test, L = 0.181
  same from normal law with true mean and sd = 0.176
periodic square: z bias = 0.045, false rejection = 0.060
strip 800 x 42 um: z bias = 1.884, limit = 1.806
strip: false rejection = 0.470
size check: 8000 groups, m = 19, n = 20
mean-D rank test, nominal 0.10: 0.0993
ordered-D rank test, nominal 0.05: 0.0491
  observed left out of average: 0.0673
clustered maps: probability = 0.20, sigma = 4.0 um
uniform example: mean D = 8.267 um, edge-free z = -1.87
  p(mean D) = 0.0112, p(ordered D) = 0.0146
clustered example: mean D = 8.367 um, edge-free z = -1.67
  p(mean D) = 0.0180, p(ordered D) = 0.0798
rejection rates at 5% over 400 maps, m = 999:
  uniform: mean D 0.060, ordered D 0.085, edge-free 0.207
  clustered: mean D 0.693, ordered D 0.647, edge-free 0.407
  spaced: mean D 0.168, ordered D 0.100, edge-free 0.505
minimum spacing 3.0 um: mean D shift = 0.519 um
  rejection with spacing in the null = 0.050
rate gradient exp(2x/width): shift = -0.363 um
  square-root law = -0.352 um, rejection = 0.140
log-rate span for a one-sd shift = 2.46
film = 30 nm, field = 5 MV/cm, voltage = 15 V
voltage exponent = 40, Weibull slope = 1.5
thickness change = 1% over 50 mm: log-rate span = 0.0024
spot current = 1 mA, sheet resistance = 1 ohm
  log-rate span = 0.40, shift = -0.0142 um
edge field +5% in a 30 nm band: 1.33 edge spots
  mean D shift = 0.060 um
position error 0.3 um per axis: shift = 0.0026 um
```
